# Caesium and negative-ion yield in the electron-tunnelling model: verification in Python

```python
"""
Result under test: an atom leaving a metal with its affinity level fixed at -A
becomes a negative ion with probability
    P = (2/pi) * arctan(exp(-(Phi - A)/eps)),   eps = hbar*gamma*v/pi,
so far from saturation a work-function drop dPhi multiplies P by exp(dPhi/eps).
Phi: work function; A: electron affinity; v: normal exit speed;
gamma: decay constant of the level half-width Delta = Delta0*exp(-gamma*z).
Dimensionless time tau = gamma*v*t has its zero where Delta = hbar*gamma*v,
so x = Delta/(hbar*gamma*v) = exp(-tau).  "rate energy" means hbar*gamma*v.
The model has one spinless level, a wide flat band and zero temperature.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.special import expit

# Inputs: eV and nm; material and surface values are rough typical ones
eps = 0.2
phi_before = 4.2
phi_drop = 1.0
phi_after = phi_before - phi_drop
affinity = 1.46
gamma = 15.0
surface_width = 2.0
image_distance = 0.1
temperature = 300.0
oxygen_mass = 15.999 * const.atomic_mass
hbar_ev = const.hbar / const.e
image_constant = const.e / (16 * np.pi * const.epsilon_0) * 1e9
gaps = np.array([phi_before - affinity, phi_after - affinity])


def ion_probability(gap, parameter=eps):
    return 2 / np.pi * np.arctan(np.exp(-gap / parameter))


def level_shift(tau, rate_energy):
    """Image shift of the affinity level, in units of the rate energy."""
    height = (tau + np.log(surface_width / rate_energy)) / gamma
    distance = np.sqrt(np.maximum(height, 0.0)**2 + image_distance**2)
    return -image_constant / distance / rate_energy


def fourier_probability(gap_values, rate_energy, moving):
    """Quadrature of the time integral for all band energies at once."""
    step = 0.002
    tau = -4.5 + step * np.arange(2**18)
    x = np.exp(-tau)
    level = level_shift(tau, rate_energy) if moving else np.zeros_like(tau)
    phase = cumulative_trapezoid(level, dx=step, initial=0)
    signal = np.sqrt(x) * np.exp(-x) * np.exp(1j * phase)
    amplitude = np.fft.fftshift(np.fft.fft(signal)) * step
    energy = np.fft.fftshift(2 * np.pi * np.fft.fftfreq(tau.size, step))
    filled = cumulative_trapezoid(abs(amplitude)**2 / np.pi, energy, initial=0)
    wanted = -np.asarray(gap_values) / rate_energy
    return np.exp(np.interp(wanted, energy, np.log(filled + 1e-300)))


def hamiltonian_probability(gap_values, rate_energy, moving):
    """Unitary propagation of atom plus discrete band, backward in time.

    The final atomic state is traced back to the initial band states;
    its weight on filled states is the final occupation of the atom.
    """
    spacing = 5 / np.pi / 16
    half_count = 3000
    count = 2 * half_count
    energies = (np.arange(-half_count, half_count) + 0.5) * spacing
    step = 0.002
    times = np.arange(18.0, -2.5, -step)
    angles = step * np.sqrt(count * spacing * np.exp(-times) / np.pi)
    levels = level_shift(times, rate_energy) if moving else 0 * times
    atom_phases = np.exp(-1j * levels * step)
    band_phases = np.exp(-1j * energies * step)
    band = np.zeros(count, dtype=complex)
    atom = 1.0 + 0.0j
    root = np.sqrt(count)
    for cosine, sine, atom_phase in zip(np.cos(angles), np.sin(angles),
                                        atom_phases):
        bright = band.sum() / root
        new_bright = cosine * bright - 1j * sine * atom
        atom = (cosine * atom - 1j * sine * bright) * atom_phase
        band += (new_bright - bright) / root
        band *= band_phases
    edges = (np.arange(count + 1) - half_count) * spacing
    filled = np.concatenate(([0.0], np.cumsum(abs(band)**2)))
    wanted = -np.asarray(gap_values) / rate_energy
    return np.exp(np.interp(wanted, edges, np.log(filled + 1e-300)))


rate_energy = np.pi * eps
p_before, p_after = ion_probability(gaps)
gain = p_after / p_before
simple_gain = np.exp(phi_drop / eps)

# Arctangent law and gain against the full Hamiltonian.
# Finite band width and level spacing allow errors of a few per cent.
test_gaps = np.array([1.5, 0.5])
p_lattice = hamiltonian_probability(test_gaps, rate_energy, False)
assert np.allclose(p_lattice, ion_probability(test_gaps), rtol=0.04)
lattice_gain = p_lattice[1] / p_lattice[0]
assert abs(lattice_gain / simple_gain - 1) < 0.05

# The example's small probabilities against direct Fourier quadrature
p_fourier = fourier_probability(gaps, rate_energy, False)
assert np.allclose(p_fourier, [p_before, p_after], rtol=2e-3)
assert abs(p_fourier[1] / p_fourier[0] / simple_gain - 1) < 2e-3

# The moving-level quadrature against the full Hamiltonian
p_moving = fourier_probability(gaps, rate_energy, True)
p_moving_lattice = hamiltonian_probability(gaps, rate_energy, True)
assert np.allclose(p_moving, p_moving_lattice, rtol=0.04)

# Temperature: integrate over the Fermi function
thermal = const.k * temperature / const.e


def warm_probability(gap):
    start = gap / eps

    def integrand(s):
        return expit((s * eps - gap) / thermal) / np.cosh(s) / np.pi

    low = quad(integrand, start - 40 * thermal / eps, start,
               epsabs=0, epsrel=1e-9, limit=200)[0]
    high = quad(integrand, start, start + 40,
                epsabs=0, epsrel=1e-9, limit=200)[0]
    return low + high


p_warm = np.array([warm_probability(gap) for gap in gaps])
thermal_angle = np.pi * thermal / eps
thermal_factor = thermal_angle / np.sin(thermal_angle)
assert np.allclose(p_warm / [p_before, p_after], thermal_factor, rtol=1e-4)

# Saturation: exact law when the final work function reaches or passes A
gain_to_level = ion_probability(0.0) / ion_probability(phi_drop)
gain_past_level = ion_probability(-0.5) / ion_probability(0.5)
assert abs(gain_to_level / (np.pi / 4 * simple_gain) - 1) < 1e-3

# Other neglected effects
near_share = 1 - ion_probability(gaps[0] + 1.0) / p_before
mixed = [sum(ion_probability(gap, e) for e in (0.18, 0.22)) for gap in gaps]
speed = np.pi * eps / (hbar_ev * gamma * 1e9)
kinetic = 0.5 * oxygen_mass * speed**2 / const.e


def rate_from_energy(energy):
    velocity = np.sqrt(2 * energy * const.e / oxygen_mass)
    return hbar_ev * gamma * 1e9 * velocity


print(f"Velocity parameter eps: {eps:.2f} eV")
print(f"Work function before Cs: {phi_before:.2f} eV")
print(f"Work function after Cs: {phi_after:.2f} eV")
print(f"Oxygen electron affinity: {affinity:.2f} eV")
print(f"Gap Phi-A before, after: {gaps[0]:.2f}, {gaps[1]:.2f} eV")
print(f"Gap/eps before, after: {gaps[0]/eps:.2f}, {gaps[1]/eps:.2f} (no unit)")
print(f"Ion probability before: {p_before:.3e} (no unit)")
print(f"Ion probability after: {p_after:.3e} (no unit)")
print(f"Gain, arctangent law: {gain:.2f} (no unit)")
print(f"Gain, exp(drop/eps): {simple_gain:.2f} (no unit)")
print(f"Hamiltonian test gaps: {test_gaps[0]:.1f}, {test_gaps[1]:.1f} eV")
print(f"Hamiltonian P: {p_lattice[0]:.3e}, {p_lattice[1]:.3e} (no unit)")
print(f"Hamiltonian gain: {lattice_gain:.1f} (no unit)")
print(f"Fourier gain: {p_fourier[1]/p_fourier[0]:.2f} (no unit)")
print(f"Share from top 1 eV of filled band: {100*near_share:.2f} %")
print(f"Gain if final Phi = A: {gain_to_level:.1f} (no unit)")
print(f"Gain for gap +0.5 to -0.5 eV: {gain_past_level:.1f} (no unit)")
print(f"Temperature: {temperature:.0f} K; kT: {thermal:.4f} eV")
print(f"Thermal factor on each P: {thermal_factor:.4f} (no unit)")
print(f"Gain at this temperature: {p_warm[1]/p_warm[0]:.2f} (no unit)")
print(f"Gain for eps = 0.18 eV: {np.exp(phi_drop/0.18):.1f} (no unit)")
print(f"Gain for eps = 0.22 eV: {np.exp(phi_drop/0.22):.1f} (no unit)")
print(f"Gain, equal mix of these eps: {mixed[1]/mixed[0]:.1f} (no unit)")
print(f"Gain if Cs dilutes matrix by 20 %: {0.8*gain:.1f} (no unit)")
print(f"Width decay constant gamma: {gamma:.1f} 1/nm")
print(f"Speed implied by eps: {speed/1000:.1f} km/s")
print(f"Oxygen energy at that speed: {kinetic:.0f} eV")
print(f"Fixed-level eps at 10 eV: {rate_from_energy(10.0)/np.pi:.4f} eV")
print(f"Level half-width at surface: {surface_width:.1f} eV")
print(f"Closest image distance: {image_distance:.2f} nm")
print(f"Image shift there: {image_constant/image_distance:.2f} eV")
print("Moving level, by normal exit energy of oxygen:")
for exit_energy in (5.0, 10.0, 20.0, 40.0, kinetic):
    first, second = fourier_probability(gaps, rate_from_energy(exit_energy),
                                        True)
    ratio = second / first
    print(f" {exit_energy:.0f} eV: P before {first:.2e}, after {second:.2e}")
    print(f"   gain {ratio:.3g}, effective eps {phi_drop/np.log(ratio):.3f} eV")
print("all tests passed")
```

Printed output:

```
Velocity parameter eps: 0.20 eV
Work function before Cs: 4.20 eV
Work function after Cs: 3.20 eV
Oxygen electron affinity: 1.46 eV
Gap Phi-A before, after: 2.74, 1.74 eV
Gap/eps before, after: 13.70, 8.70 (no unit)
Ion probability before: 7.146e-07 (no unit)
Ion probability after: 1.061e-04 (no unit)
Gain, arctangent law: 148.41 (no unit)
Gain, exp(drop/eps): 148.41 (no unit)
Hamiltonian test gaps: 1.5, 0.5 eV
Hamiltonian P: 3.562e-04, 5.206e-02 (no unit)
Hamiltonian gain: 146.1 (no unit)
Fourier gain: 148.41 (no unit)
Share from top 1 eV of filled band: 99.33 %
Gain if final Phi = A: 116.6 (no unit)
Gain for gap +0.5 to -0.5 eV: 18.2 (no unit)
Temperature: 300 K; kT: 0.0259 eV
Thermal factor on each P: 1.0280 (no unit)
Gain at this temperature: 148.41 (no unit)
Gain for eps = 0.18 eV: 258.7 (no unit)
Gain for eps = 0.22 eV: 94.2 (no unit)
Gain, equal mix of these eps: 103.9 (no unit)
Gain if Cs dilutes matrix by 20 %: 118.7 (no unit)
Width decay constant gamma: 15.0 1/nm
Speed implied by eps: 63.6 km/s
Oxygen energy at that speed: 336 eV
Fixed-level eps at 10 eV: 0.0345 eV
Level half-width at surface: 2.0 eV
Closest image distance: 0.10 nm
Image shift there: 3.60 eV
Moving level, by normal exit energy of oxygen:
 5 eV: P before 2.17e-06, after 3.38e-02
   gain 1.56e+04, effective eps 0.104 eV
 10 eV: P before 9.46e-05, after 9.02e-02
   gain 954, effective eps 0.146 eV
 20 eV: P before 1.36e-03, after 1.80e-01
   gain 132, effective eps 0.205 eV
 40 eV: P before 8.98e-03, after 2.95e-01
   gain 32.8, effective eps 0.286 eV
 336 eV: P before 1.72e-01, after 6.37e-01
   gain 3.7, effective eps 0.764 eV
all tests passed
```
